# Unbroadened Peak Gain of a Two-Subband Quantum Well

## Result

A quantum well has one parabolic conduction subband of mass $m_c$ and one parabolic valence subband of mass $m_v$, each with twofold spin degeneracy. The carriers of each subband are in thermal equilibrium among themselves at temperature $T$. If the electron and hole sheet densities are equal, $p=n$, the inversion factor at the subband edge is

$$F(n)=f_c-f_v=1-e^{-n/n_c}-e^{-n/n_v},\qquad n_{c,v}=\frac{m_{c,v}k_BT}{\pi\hbar^2}. \tag{1}$$

Here $f_c$ and $f_v$ are the probabilities that an **electron** occupies the conduction and the valence edge state. When $F>0$, and if the optical matrix element and the refractive index are constant over the gain band, the gain without broadening has its maximum at the edge, and that maximum is $F$ times the edge gain of a fully inverted well. When $F\le 0$ there is no gain at any photon energy, and $F$ only describes the edge of an absorption spectrum.

Dividing $n$, $n_c$ and $n_v$ by the same well width turns them into volume densities and leaves $F$ unchanged.

## Stage 1: filling one subband

Let $u=\hbar^2k^2/(2m_c)$ be the electron energy above the conduction edge, with $k$ the in-plane wavevector. For area $S$ the states have density $S/(2\pi)^2$ in the $k$ plane. With two spins, the number of states per area in a ring is

$$\frac{2\cdot 2\pi k\,dk}{(2\pi)^2}=\frac{k\,dk}{\pi}=\frac{m_c}{\pi\hbar^2}\,du,$$

because $du=\hbar^2k\,dk/m_c$. The density of states is constant, and this is what makes the filling problem solvable in closed form.

Let $\phi_c$ be the electron quasi-Fermi level measured upward from the conduction edge. With $x=u/k_BT$ and $a=\phi_c/k_BT$,

$$n=\frac{m_c}{\pi\hbar^2}\int_0^\infty\frac{du}{1+e^{(u-\phi_c)/k_BT}}
=n_c\int_0^\infty\frac{e^{a-x}}{1+e^{a-x}}\,dx .$$

The second form follows from multiplying numerator and denominator by $e^{a-x}$. Its integrand is the derivative of $-\ln(1+e^{a-x})$, which vanishes at infinity, so

$$n=n_c\ln\!\left(1+e^{\phi_c/k_BT}\right),\qquad 1+e^{\phi_c/k_BT}=e^{n/n_c}. \tag{2}$$

The occupation of the edge state, $u=0$, is

$$f_c=\frac{1}{1+e^{-a}}=\frac{e^a}{1+e^a}=1-\frac{1}{1+e^a}=1-e^{-n/n_c}. \tag{3}$$

The quasi-Fermi level has been eliminated. The exponential in (3) is the probability that the edge state is empty.

*Dilute limit.* For $n\ll n_c$, (3) gives $f_c\simeq n/n_c$. Boltzmann statistics agree: there $n\simeq n_ce^a$ and $f_c\simeq e^a$.

*Degenerate limit.* For $n\gg n_c$, (2) gives $\phi_c\simeq k_BT\,n/n_c=\pi\hbar^2n/m_c$. This is the Fermi energy of a two-dimensional gas, and the edge state is nearly full. The density $n_c$ marks the crossover between the two regimes.

## Stage 2: equal masses

Take $m_v=m_c$ and $p=n$. Holes fill the valence subband just as electrons fill the conduction subband, so the hole occupation of the valence edge is also $1-e^{-n/n_c}$. The electron occupation there is the complement, $f_v=e^{-n/n_c}$. Hence

$$F=1-2e^{-n/n_c}.$$

For an empty well $F=-1$: the valence edge is full, the conduction edge is empty, and absorption has its full strength. At high density $F\to1$. Transparency, $F=0$, occurs at

$$n_{\rm tr}=n_c\ln2\qquad(m_v=m_c). \tag{4}$$

Putting this density into (2) gives $\phi_c=0$. Both quasi-Fermi levels then lie at their edges and both edge states are half filled, as the symmetry requires.

## Stage 3: unequal masses

Measure hole energies, and the hole quasi-Fermi level $\phi_h$, downward from the valence edge into the band. The integral of Stage 1 applies with $m_c\to m_v$ and $n\to p$:

$$p=n_v\ln\!\left(1+e^{\phi_h/k_BT}\right),\qquad f_h=1-e^{-p/n_v},\qquad f_v=1-f_h=e^{-p/n_v}. \tag{5}$$

Subtracting (5) from (3) gives

$$f_c-f_v=1-e^{-n/n_c}-e^{-p/n_v}. \tag{6}$$

So far charge neutrality has not been used. In an undoped well whose carriers all sit in these two subbands, neutrality means $p=n$, and (6) becomes (1).

The two exponentials are the probabilities of the two ways in which the edge can fail to be inverted: an empty conduction state and a missing hole. For equal masses they coincide and Stage 2 is recovered.

*Heavy-hole limit.* Let $r=m_v/m_c=n_v/n_c$ be large. At fixed $n$, $e^{-n/n_v}\to1$ and $F\to-e^{-n/n_c}<0$. The holes are spread over so many states that the valence edge stays full of electrons. Gain therefore needs a density that grows with $r$. Writing $x=n_{\rm tr}/n_c$, the transparency condition is $e^{-x}=1-e^{-x/r}$. If $x/r\ll1$, the right side is about $x/r$, so

$$x\,e^{x}\simeq r .$$

The solution of the approximate equation $x\,e^x=r$ stays below $\ln r$ for $r>e$, since then $x>1$ and $x=\ln r-\ln x$. The assumption $x/r\ll1$ is thus consistent at large $r$.

## Stage 4: from occupations to gain

It remains to show that the edge value sets the peak. Let light of angular frequency $\omega$ have vector potential $A_0\cos\omega t$ along the unit vector $\hat e$. The coupling linear in the field is $(e/m_0)\mathbf A\cdot\mathbf p$, and its part that absorbs a photon has amplitude $eA_0/(2m_0)$. Since the photon momentum is negligible, transitions conserve $k$. The golden rule gives, for one pair of states,

$$W=\frac{2\pi}{\hbar}\left(\frac{eA_0}{2m_0}\right)^2|M|^2\,\delta(E_{cv}-E),\qquad E=\hbar\omega .$$

Here $E_{cv}$ is the transition energy and $M$ the matrix element of $\hat e\cdot\mathbf p$. Its square is summed over the final spin states, averaged over the initial ones, and taken as independent of $k$.

Stimulated emission needs a full upper and an empty lower state, and absorption the reverse. The net emission weight is

$$f_c(1-f_v)-f_v(1-f_c)=f_c-f_v,$$

because the products $f_cf_v$ cancel.

The transition energy exceeds the edge value $E_0$ by the sum of the two kinetic energies:

$$\varepsilon=\frac{\hbar^2k^2}{2m_c}+\frac{\hbar^2k^2}{2m_v}=\frac{\hbar^2k^2}{2m_r},\qquad \frac1{m_r}=\frac1{m_c}+\frac1{m_v}.$$

The counting of Stage 1, now with mass $m_r$, gives the reduced density of states $m_r/(\pi\hbar^2)$ for $E>E_0$ and zero below.

The gain coefficient is the net emission rate per volume divided by the photon flux. The electric amplitude is $\omega A_0$, so the intensity is $\tfrac12\bar n c\epsilon_0\omega^2A_0^2$, with $\bar n$ the refractive index. The flux is this divided by $\hbar\omega$, namely $\bar nc\epsilon_0\omega A_0^2/(2\hbar)$. For well width $L$,

$$g(E)=\frac1L\cdot\frac{2\pi}{\hbar}\frac{e^2A_0^2}{4m_0^2}|M|^2\cdot\frac{m_r}{\pi\hbar^2}\,(f_c-f_v)\cdot\frac{2\hbar}{\bar nc\epsilon_0\omega A_0^2}.$$

The field amplitude cancels. The numerical factors combine to $2\pi\cdot\tfrac14\cdot2/\pi=1$, and with $\omega=E/\hbar$ the powers of $\hbar$ leave $1/\hbar$:

$$g(E)=\frac{e^2|M|^2m_r}{\bar nc\epsilon_0m_0^2\hbar L}\;\frac{f_c(\varepsilon)-f_v(\varepsilon)}{E}\qquad(E>E_0). \tag{7}$$

This is the gain of the well material. The fraction of a guided mode that overlaps the well is a separate factor.

**Why the peak is at the edge.** Of the excess energy $\varepsilon$, the electron carries $(m_r/m_c)\varepsilon$ and the hole $(m_r/m_v)\varepsilon$. Write $f_c-f_v=f_c+f_h-1$. The Fermi function obeys $df/du=-f(1-f)/k_BT$, so

$$\frac{d(f_c-f_v)}{d\varepsilon}=-\frac{1}{k_BT}\left[\frac{m_r}{m_c}f_c(1-f_c)+\frac{m_r}{m_v}f_h(1-f_h)\right]<0 .$$

If $F>0$, then wherever the gain is positive it is a product of two positive decreasing functions, $f_c-f_v$ and $1/E$, when $\bar n$ is constant over the gain band. The maximum is the limit $\varepsilon\to0^+$:

$$g_{\rm peak}=g_{\rm full}\,F(n),\qquad g_{\rm full}=\frac{e^2|M|^2m_r}{\bar nc\epsilon_0m_0^2\hbar L\,E_0}.$$

If $F\le0$, the same monotonic fall makes $f_c-f_v$ negative for every $\varepsilon>0$, so no photon energy is amplified.

*Check on the gain window.* Gain ends where $f_c=1-f_h$, that is, where the two Fermi exponents are opposite:

$$\frac{m_r}{m_c}\varepsilon-\phi_c=-\left(\frac{m_r}{m_v}\varepsilon-\phi_h\right).$$

Since $m_r/m_c+m_r/m_v=1$, this gives $\varepsilon=\phi_c+\phi_h$. The photon energy there equals the separation of the quasi-Fermi levels. Equations (2) and (5) with $p=n$ turn it into

$$\varepsilon_{\max}=k_BT\ln\!\left[(e^{n/n_c}-1)(e^{n/n_v}-1)\right]. \tag{8}$$

The window is open when the product exceeds one. Multiplying out, this means $e^{n/n_c}e^{n/n_v}-e^{n/n_c}-e^{n/n_v}>0$. Division by the first term gives $1-e^{-n/n_v}-e^{-n/n_c}>0$, which is $F>0$. The edge condition and the quasi-Fermi-level condition are the same.

## Stage 5: transparency and slope

Differentiating (1) gives

$$\frac{dF}{dn}=\frac{e^{-n/n_c}}{n_c}+\frac{e^{-n/n_v}}{n_v}>0. \tag{9}$$

Since $F$ rises steadily from $-1$ to $1$, there is one transparency density. Both terms of (9) fall with $n$, so the curve bends downward and each added carrier yields less gain than the one before.

At fixed $n$ and $m_c$,

$$\frac{\partial F}{\partial n_v}=-\frac{n}{n_v^2}e^{-n/n_v}<0 .$$

A heavier hole lowers $F$ and so raises the transparency density. The ratio $n_{\rm tr}/n_c$ depends on $m_v/m_c$ alone, so at fixed masses $n_{\rm tr}$ is proportional to $T$ in this model. As $T\to0$ at fixed $n>0$, both exponentials vanish and $F\to1$.

## A numerical case

Take the round model parameters $m_c=0.06\,m_0$, $m_v=0.30\,m_0$, $T=300$ K and $E_0=0.8$ eV. They represent no particular material. Densities below are in units of $10^{12}\ \mathrm{cm^{-2}}$. With $k_BT=25.85$ meV, the scales are $n_c=0.648$ and $n_v=3.240$.

At $n=2$ the exponents are $2/0.648=3.09$ and $2/3.240=0.617$, so

$$F=1-0.0457-0.5394=0.415 .$$

The conduction edge is 95% full, but the valence edge still holds an electron with probability 54%. Most of the missing inversion is on the hole side.

| $n$ | $f_c$ | $f_v$ | $F$ |
|---|---|---|---|
| 0.5 | 0.538 | 0.857 | −0.319 |
| 1.0 | 0.786 | 0.734 | 0.052 |
| 2.0 | 0.954 | 0.539 | 0.415 |
| 4.0 | 0.998 | 0.291 | 0.707 |

Quasi-Fermi levels found by numerical integration over $k$ give the same $F$ to the digits shown.

Transparency comes at $n_{\rm tr}=0.911$, where $f_c=f_v=0.755$. This common value exceeds one half because $m_v>m_c$ makes $e^{-n/n_v}$ the larger of two numbers that add to one. With $m_v$ reduced to $m_c$, (4) gives $0.648\ln2=0.449$. The fivefold heavier hole thus about doubles the transparency density.

The slope at transparency is

$$\frac{0.245}{0.648}+\frac{0.755}{3.240}=0.378+0.233=0.611$$

in units of $10^{-12}\ \mathrm{cm^2}$. Extending this tangent to $n=2$ would predict $F=0.611\times1.089=0.67$, against the actual $0.415$. A linear gain law fitted at transparency is therefore poor at about twice that density. Reaching $F=0.5$ takes $n=2.41$.

At $n=2$ the quasi-Fermi levels are $\phi_c=78.6$ meV and $\phi_h=-4.1$ meV. The negative sign places the hole level in the gap, in keeping with a hole occupation below one half. Their sum is the gain window, 74.5 meV. Across it, $f_c-f_v$ falls from 0.415 at the edge to 0.35, 0.25 and 0.12 at excess energies of 20, 40 and 60 meV, and it is $-0.05$ at 80 meV.

A direct sum over $k$ states, sorted into 2 meV bins and including the factor $1/E$, has its largest gain in the lowest bin. On a mesh of 1500 points per axis it differs from the derived spectrum by at most 0.35% of the peak. This is counting noise of the mesh: it is about 1% for 500 points and about 0.1% for 2200 points. The same sum at $n=0.5$ is negative in every bin, which tests the statement that no gain exists below transparency.

## Where the formula changes

**Doping.** With ionized acceptors of sheet density $N_A$, neutrality reads $p=n+N_A$, and (6) must be used instead of (1). For $n=1$ and $p=2$,

$$F=1-0.214-0.539=0.247,$$

compared with 0.052 in the undoped well at the same $n$. The added holes lower the electron occupation of the valence edge, which was the weaker side of the inversion, from 0.73 to 0.54.

**A second hole subband.** Let a second valence subband of equal mass lie an energy $\Delta$ deeper. With $y=e^{\phi_h/k_BT}$ and $q=e^{-\Delta/k_BT}$, the hole densities of the two subbands add:

$$p=n_v\ln(1+y)+n_v\ln(1+qy),\qquad (1+y)(1+qy)=e^{p/n_v}.$$

Since $1+qy>1$, $1+y$ is smaller than $e^{p/n_v}$. The edge electron occupation $f_v=1/(1+y)$ is then larger than $e^{-p/n_v}$, and $F$ is lower. For $\Delta=60$ meV, $q=0.098$. At $n=p=2$ the quadratic equation for $y$ has the positive root $y=0.730$. Then $f_v=0.578$ and $F=0.954-0.578=0.376$, a reduction of 9% relative to the single-subband value. The single-subband numbers above therefore need a narrow well. In an infinite well with the same masses for confinement and in-plane motion, $\Delta=3\pi^2\hbar^2/(2m_vL^2)$ is 150 meV at $L=5$ nm but 38 meV at $L=10$ nm. With all subbands filled, $F$ at $n=2$ is then 0.414 and 0.330, and the transparency density is 0.91 and 1.00. The value 0.376 refers to two hole subbands with $\Delta=60$ meV. This is the factor at the first edge. The proof that the peak lies there does not cover transitions that involve the second subband.

**Broadening.** A finite linewidth replaces $g(E)$ by an average over nearby energies. If the lineshape is non-negative, normalized and independent of energy, an average cannot exceed the largest value averaged. The unbroadened peak is then an upper bound on the broadened one. The step at $E_0$ is also smoothed, so the maximum need not stay at the edge. The bound is not tight: at $n=2$ a Lorentzian of 5 meV half-width leaves about 70% of the unbroadened peak and moves the maximum about 12 meV above the edge.

**Matrix element.** The proof that the peak is at the edge took $|M|^2$ as independent of $k$. It still holds if $|M|^2$ falls with $k$, but not in general if it rises. In real wells $|M|^2$ depends on $k$ and on polarization. For heavy-hole transitions with the field normal to the well it vanishes at $k=0$, and the peak then lies above the edge. Equation (1) still gives the occupation difference at the edge, but not the peak gain.

**Carrier interactions.** A rigid, density-dependent shift of the band edges changes $E_0$ but not $F$, because $\phi_c$ and $\phi_h$ are measured from the edges themselves. Changes of subband shape alter the constant density of states behind (2) and (5). Coulomb enhancement of the transitions alters the prefactor in (7) and can make it depend on $\varepsilon$. In either case the product $g_{\rm full}F(n)$ is no longer assured.

## Computed results

```
Conduction mass: 0.06 m0
Valence mass: 0.30 m0
Reduced mass: 0.050 m0
Temperature: 300 K
kT: 25.85 meV
Edge photon energy: 0.8 eV
nc: 0.6480 1e12 cm^-2
nv: 3.2398 1e12 cm^-2
Edge values: n (1e12 cm^-2), f_c, f_v, F formula, F direct
  0.5  0.5378  0.8570  -0.3192  -0.3192
  1.0  0.7863  0.7344  +0.0519  +0.0519
  2.0  0.9543  0.5394  +0.4150  +0.4150
  4.0  0.9979  0.2909  +0.7070  +0.7070
Transparency density: 0.9110 1e12 cm^-2
Transparency density / nc: 1.4060
f_c = f_v at transparency: 0.7549
Transparency density if mv = mc: 0.4491 1e12 cm^-2
Slope dF/dn at transparency: 0.6113 1e-12 cm^2
Same slope, direct: 0.6113 1e-12 cm^2
Density for F = 0.5: 2.4074 1e12 cm^-2
Spectrum density: 2.0 1e12 cm^-2
Electron quasi-Fermi level above edge: 78.59 meV
Hole quasi-Fermi level into band: -4.08 meV
Gain window, formula: 74.51 meV
Gain window, direct: 74.51 meV
Spectral factor: excess energy (meV), f_c - f_v
  0  +0.4150
  20  +0.3453
  40  +0.2496
  60  +0.1185
  80  -0.0490
Bin width of k-state sum: 2.0 meV
Centre of highest gain bin: 1.0 meV
Largest density-of-states deviation: 0.30 %
Largest gain deviation / peak: 0.35 %
F for n = 1.0, p = 2.0 1e12 cm^-2: +0.2469
Second hole subband offset: 60 meV
F with second hole subband, n = 2.0 1e12 cm^-2: +0.3763
```
